# The Z2 Index from the Pfaffian of the Time-Reversal Sewing Matrix, part 1

(Sections cited here and not found follow in the second part.)

## From the sewing matrix to the time-reversal polarization

Let a two-dimensional band insulator have time-reversal symmetry $\Theta$ with $\Theta^2=-1$, and let $|u_n(\mathbf k)\rangle$, $n=1,\dots,2N$, be an orthonormal frame of its occupied states. The sewing matrix

$$w_{mn}(\mathbf k)=\langle u_m(-\mathbf k)|\Theta u_n(\mathbf k)\rangle \tag{1}$$

is unitary at every $\mathbf k$, and antisymmetric at the four momenta $\Lambda_i$ that equal their own negatives up to a reciprocal lattice vector. The $\mathbb Z_2$ index $\nu\in\{0,1\}$ of the insulator is given by

$$(-1)^\nu=\prod_{i=1}^{4}\frac{\mathrm{Pf}\,w(\Lambda_i)}{\sqrt{\det w(\Lambda_i)}} . \tag{2}$$

Two conditions belong to this formula. The frame must be continuous on the half zone $0\le k_y\le\pi$ and periodic in $k_x$, and the square root must be followed continuously along each of the lines $k_y=0$ and $k_y=\pi$. If continuity is dropped while the frame still assigns the same states to $\Lambda_i$ and $-\Lambda_i$, each factor remains $+1$ or $-1$, but the product is no longer fixed by the insulator.

The setting is that of independent electrons, or of a mean-field Hamiltonian. The lattice constant is 1, the Bloch Hamiltonian $H(\mathbf k)$ is a smooth finite matrix with $H(\mathbf k+\mathbf G)=H(\mathbf k)$, and a gap separates the occupied from the empty bands at every $\mathbf k$. With this periodic convention, positions are measured by the label of the unit cell, and displacements of orbitals inside a cell are not counted. Time reversal is $\Theta=\mathcal U K$, with $\mathcal U$ a constant unitary matrix and $K$ complex conjugation, and the symmetry reads $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$.

For any two vectors, $\langle\Theta a|\Theta b\rangle=(\mathcal U a^*)^\dagger(\mathcal U b^*)=a^{T}b^*=\langle b|a\rangle$. Replacing $a$ by $\Theta b$ and $b$ by $a$ gives $\langle\Theta^2 b|\Theta a\rangle=\langle a|\Theta b\rangle$, and since $\Theta^2=-1$,

$$\langle a|\Theta b\rangle=-\langle b|\Theta a\rangle . \tag{3}$$

If $H(\mathbf k)|u\rangle=E|u\rangle$, then $H(-\mathbf k)\Theta|u\rangle=\Theta H(\mathbf k)|u\rangle=E\,\Theta|u\rangle$. So $\Theta$ carries the occupied space at $\mathbf k$ into the occupied space at $-\mathbf k$, which has the same dimension, and the image can be expanded in the frame there:

$$|\Theta u_n(\mathbf k)\rangle=\sum_m|u_m(-\mathbf k)\rangle\,w_{mn}(\mathbf k). \tag{4}$$

The overlap of two such vectors is $\langle\Theta u_n|\Theta u_{n'}\rangle=\langle u_{n'}|u_n\rangle=\delta_{nn'}$. Computed from the right side of (4) it is $\sum_m w^*_{mn}w_{mn'}$. Hence $w^\dagger w=1$, and $w$, being square, is unitary. Equation (3) applied to the definition (1) gives

$$w_{mn}(-\mathbf k)=\langle u_m(\mathbf k)|\Theta u_n(-\mathbf k)\rangle=-\langle u_n(-\mathbf k)|\Theta u_m(\mathbf k)\rangle=-w_{nm}(\mathbf k). \tag{5}$$

At an invariant momentum $-\Lambda_i$ and $\Lambda_i$ are the same point of the zone and carry the same frame, so $w(\Lambda_i)=-w(\Lambda_i)^T$. At other momenta (5) relates two different matrices, and $w$ need not be antisymmetric. If $\Theta^2$ were $+1$, the minus sign in (3) would be absent, $w(\Lambda_i)$ would be symmetric, and there would be no Pfaffian to take.

An antisymmetric $2N\times2N$ matrix $M$ has a Pfaffian, defined through anticommuting symbols $e_i$ by

$$\omega=\tfrac12\sum_{ij}M_{ij}\,e_ie_j,\qquad \frac{\omega^N}{N!}=\mathrm{Pf}\,M\;e_1e_2\cdots e_{2N}. \tag{6}$$

For $N=1$ this is $\mathrm{Pf}\,M=M_{12}$. If $M$ is replaced by $BMB^T$, then $\omega=\frac12\sum_{kl}M_{kl}f_kf_l$ with $f_k=\sum_iB_{ik}e_i$. The product $f_1\cdots f_{2N}$ equals $\det B\;e_1\cdots e_{2N}$, because anticommutation produces the signs of the determinant. Therefore

$$\mathrm{Pf}(BMB^T)=\det B\;\mathrm{Pf}\,M. \tag{7}$$

The relation between the Pfaffian and the determinant of $w(\Lambda_i)$ follows from a special basis. By (3) with $a=b$, a state $e$ at $\Lambda_i$ is orthogonal to $\Theta e$. If $x$ is orthogonal to both, so is $\Theta x$, since $\langle e|\Theta x\rangle=-\langle x|\Theta e\rangle=0$ and $\langle\Theta e|\Theta x\rangle=\langle x|e\rangle=0$. The pair can be split off and the argument repeated, so the occupied space has a Kramers basis $(e_1,\Theta e_1,e_2,\Theta e_2,\dots)$, and its dimension is even. In this basis the sewing matrix $w_K$ consists of $2\times2$ blocks with entries $\langle e|\Theta\Theta e\rangle=-1$ above the diagonal and $\langle\Theta e|\Theta e\rangle=1$ below it. So $\mathrm{Pf}\,w_K=(-1)^N$ and $\det w_K=1$.

Under a change of frame $|u'_n\rangle=\sum_m|u_m\rangle U_{mn}$ the antilinearity of $\Theta$ conjugates the coefficients on the right of (1), and

$$w'(\mathbf k)=U(-\mathbf k)^\dagger\,w(\mathbf k)\,U(\mathbf k)^* . \tag{8}$$

At $\Lambda_i$ this has the form $BwB^T$ with $B=U^\dagger$. By (7) the Pfaffian is multiplied by $(\det U)^*$, and the determinant by the square of that number. Starting from the Kramers basis, one finds in every frame

$$[\mathrm{Pf}\,w(\Lambda_i)]^2=\det w(\Lambda_i). \tag{9}$$

Each factor in (2) is therefore a sign. What remains is to find what the signs measure.

Fix $k_y$ at $0$ or $\pi$ and write $k$ for $k_x$. Since $-k_y$ is equivalent to $k_y$, the momenta on this line form a one-dimensional insulator with its own time-reversal symmetry $k\to-k$ and two invariant points, $k=0$ and $k=\pi$. Its occupied states can be divided into two halves, labelled I and II, that time reversal exchanges:

$$|u^{I}_\alpha(-k)\rangle=-e^{i\chi_\alpha(k)}|\Theta u^{II}_\alpha(k)\rangle,\qquad |u^{II}_\alpha(-k)\rangle=e^{i\chi_\alpha(-k)}|\Theta u^{I}_\alpha(k)\rangle, \tag{10}$$

with $\alpha=1,\dots,N$. The two relations are consistent. Putting $-k$ for $k$ in the first and applying $\Theta$ gives $\Theta u^I(k)=-e^{-i\chi(-k)}\Theta^2u^{II}(-k)=e^{-i\chi(-k)}u^{II}(-k)$, which is the second.

Such a frame exists and can be chosen continuous and periodic. Let $P(k)$ be the projector on the occupied states, $Q=1-P$, and let a prime denote $\partial_k$. The equation $F'=[P',P]F$ carries a frame $F$ along $k$. Its generator is anti-Hermitian, so the columns stay orthonormal. They also stay occupied. From $P^2=P$ follow $P'=P'P+PP'$, $PP'P=0$ and $PP'=P'Q$. Hence $(QF)'=(-P'+Q[P',P])F=-PP'F=-P'(QF)$, and $QF$ remains zero if it starts at zero.

Start from a Kramers basis at $k=0$ and carry it to $k=\pi$. There it differs from a Kramers basis by a unitary matrix $R=e^{iL}$ with $L$ Hermitian, and the replacement of $F(k)$ by $F(k)e^{ikL/\pi}$ makes both ends Kramers bases. Name the members of each pair $u^I_\alpha$ and $u^{II}_\alpha$, so that $u^{II}_\alpha=\Theta u^I_\alpha$ at both ends, and define the frame at negative momenta by (10) with $\chi_\alpha=0$. As $k\to0$ the first relation tends to $-\Theta u^{II}(0)=-\Theta^2u^I(0)=u^I(0)$, so the two pieces join. The same holds at $\pi$, which makes the frame periodic. Multiplying $u^I_\alpha$ and $u^{II}_\alpha$ by phases $e^{i\theta^I(k)}$ and $e^{i\theta^{II}(k)}$ then produces $\chi_\alpha(k)=\theta^I(-k)+\theta^{II}(k)$.

The polarization of each half is its Berry phase divided by $2\pi$:

$$P^s=\frac1{2\pi}\int_{-\pi}^{\pi}A^s(k)\,dk,\qquad A^s=i\sum_\alpha\langle u^s_\alpha|\partial_ku^s_\alpha\rangle,\qquad s=I,II. \tag{11}$$

This is a position. The amplitude in cell $R$ of the Wannier function built from a periodic state $u(k)$ is $\psi_R=\frac1{2\pi}\int e^{ikR}u(k)\,dk$. An integration by parts gives $R\psi_R=\frac1{2\pi}\int e^{ikR}\,i\partial_ku\,dk$, and the mean of $R$ is $\frac1{2\pi}\int i\langle u|\partial_ku\rangle dk$. The charge polarization, in units of the electron's charge, is $P_\rho=P^I+P^{II}$. The time-reversal polarization is the difference

$$P_\theta=P^I-P^{II}=2P^I-P_\rho . \tag{12}$$

To relate the halves, put $v(k)=u^I_\alpha(-k)$. Differentiation brings out a minus sign, so $i\langle v|\partial_kv\rangle$ is minus the contribution of $\alpha$ to $A^I$ at $-k$. On the other hand $v=-e^{i\chi}\Theta u^{II}$, which gives

$$i\langle v|\partial_kv\rangle=-\chi'_\alpha+i\langle\Theta u^{II}_\alpha|\partial_k\Theta u^{II}_\alpha\rangle=-\chi'_\alpha-i\langle u^{II}_\alpha|\partial_ku^{II}_\alpha\rangle . \tag{13}$$

The last step uses $\langle\Theta a|\Theta\partial a\rangle=\langle\partial a|a\rangle=-\langle a|\partial a\rangle$, where the second equality is the constancy of the norm. Summing over $\alpha$,

$$A^I(-k)=A^{II}(k)+\sum_\alpha\chi'_\alpha(k). \tag{14}$$

Fold the integral for $P^I$ onto positive momenta and write $A=A^I+A^{II}$:

$$P^I=\frac1{2\pi}\int_0^\pi[A^I(k)+A^I(-k)]\,dk=\frac1{2\pi}\Big\{\int_0^\pi A\,dk+\sum_\alpha[\chi_\alpha(\pi)-\chi_\alpha(0)]\Big\}. \tag{15}$$

The phases $\chi_\alpha$ are contained in the sewing matrix. By (10), $\Theta u^{II}_\alpha(k)=-e^{-i\chi_\alpha(k)}u^I_\alpha(-k)$, so at $k=0$ and $k=\pi$ the matrix splits into blocks with upper entry $-e^{-i\chi_\alpha}$. The Pfaffian is the product of these entries, and

$$\frac{\mathrm{Pf}\,w(\pi)}{\mathrm{Pf}\,w(0)}=\exp\Big\{-i\sum_\alpha[\chi_\alpha(\pi)-\chi_\alpha(0)]\Big\}. \tag{16}$$

Taking $i$ times the logarithm, which is defined up to multiples of $2\pi$, turns (15) into

$$P^I=\frac1{2\pi}\Big[\int_0^\pi A\,dk+i\log\frac{\mathrm{Pf}\,w(\pi)}{\mathrm{Pf}\,w(0)}\Big]\pmod 1. \tag{17}$$

The right side no longer refers to the division into halves. Under $u\to uU$ with $\det U=e^{i\varphi}$, the trace $A$ gains $i\,\mathrm{Tr}\,U^\dagger U'=i\,\partial_k\log\det U=-\varphi'$, so the integral changes by $-[\varphi(\pi)-\varphi(0)]$. The Pfaffian ratio gains $e^{-i[\varphi(\pi)-\varphi(0)]}$, and $i$ times its logarithm changes by $+[\varphi(\pi)-\varphi(0)]$. The two changes cancel, and (17) may be evaluated in any continuous frame.

For $P_\rho$ the contribution of negative momenta is needed, and the determinant of $w$ supplies it. Differentiate (4), with $v_m(k)=u_m(-k)$, take the overlap with $\Theta u_n$ and sum over $n$. Since $\sum_nw^*_{mn}w_{pn}=\delta_{mp}$,

$$\sum_n\langle\Theta u_n|\partial_k\Theta u_n\rangle=\sum_m\langle v_m|\partial_kv_m\rangle+\mathrm{Tr}\,w^\dagger\partial_kw . \tag{18}$$

The left side is $-\sum_n\langle u_n|\partial_ku_n\rangle=iA(k)$, and the first term on the right is $iA(-k)$. For a unitary matrix $\mathrm{Tr}\,w^\dagger\partial_kw=\partial_k\log\det w=i\,\partial_k\arg\det w$. Therefore

$$A(k)-A(-k)=\partial_k\arg\det w(k). \tag{19}$$

Now insert (17) in $2P^I-P_\rho$, with $2\pi P_\rho=\int_0^\pi[A(k)+A(-k)]dk$. One of the two integrals of $A(k)$ cancels, and (19) does the rest:

$$P_\theta=\frac1{2\pi}\big[\Delta\arg\det w-2\,\Delta\arg\mathrm{Pf}\,w\big]\pmod 2, \tag{20}$$

where $\Delta$ is the value at $k=\pi$ minus the value at $k=0$. The phase of the determinant is followed continuously along the line. The phase of the Pfaffian is known at the two ends, up to $2\pi$, and this is why $P_\theta$ is determined modulo 2. By (9) the bracket is a multiple of $2\pi$, so $P_\theta$ is an integer.

Multiplying (20) by $i\pi$ and exponentiating gives $\sqrt{\det w(\pi)}/\sqrt{\det w(0)}$ divided by $\mathrm{Pf}\,w(\pi)/\mathrm{Pf}\,w(0)$. Each ratio of a Pfaffian to its root is $\pm1$ and equals its own inverse, so

$$(-1)^{P_\theta}=\frac{\mathrm{Pf}\,w(0)}{\sqrt{\det w(0)}}\;\frac{\mathrm{Pf}\,w(\pi)}{\sqrt{\det w(\pi)}} . \tag{21}$$

Reversing the sign of the root along the whole line changes both factors and leaves the product as it was.

On each of the lines $k_y=0$ and $k_y=\pi$, the two Pfaffian signs multiply to $(-1)^{P_\theta}$, where the integer $P_\theta$ is the difference between the polarizations of the two halves exchanged by time reversal. It remains to show how the two lines together give an index that does not depend on the frame, and what that index means for the Wannier centres.
